# Band alignment between affinity matching and neutrality-level matching through interface states: a numerical check

```python
"""Band alignment with linear charge transfer through interface gap states.

Result under test: for substrate a and film b the conduction-band offset is
  dEc = S*(chi_a-chi_b) + (1-S)*((chi_a-phi_a)-(chi_b-phi_b)),
  S = 1/(1+k*Ds), k = e^2*delta/(eps_r*eps0), Ds = Da*Db/(Da+Db).
chi: electron affinity; phi: depth of charge-neutrality level (CNL) below
vacuum; Da, Db: gap-state densities per area and energy; delta: separation of
the two charge sheets; eps_r: relative permittivity between them.
X = CNL of b minus CNL of a after contact; X0 = its value before transfer.
Also tested: metal limit, curved densities, and states spread over depth.
Energies in eV, lengths in nm, areal densities in nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, i0, i1, k0, k1

coulomb = const.e / const.epsilon_0 * 1e9       # e^2/eps0 in eV nm
kB = const.k / const.e                          # eV/K
chi_a, gap_a, phi_a, Da = 4.0, 1.2, 4.8, 3.0
chi_b, gap_b, phi_b, Db = 2.0, 6.0, 5.4, 1.0
delta, eps_r, temperature = 0.3, 3.0, 300.0
k = coulomb * delta / eps_r                     # eV nm^2


def ladder(chi, gap, phi, density, curvature=0.0):
    """Discrete gap levels relative to the CNL, and their areal weights."""
    step = 0.001
    count = int(round(gap / step))
    energy = (phi - chi - gap) + step * (np.arange(count) + 0.5)
    return energy, density * step * (1 + curvature * energy**2)


def excess(levels, fermi_minus_cnl, T):
    """Electrons per area beyond neutral filling, by explicit level sum."""
    energy, weight = levels
    occupation = expit((fermi_minus_cnl - energy) / (kB * T))
    return np.sum(weight * (occupation - (energy < 0)))


def solve_contact(levels_a, levels_b, drive, T, net=0.0):
    """Self-consistent X and Fermi level (relative to CNL of a)."""
    def fermi(X):
        return brentq(lambda F: excess(levels_a, F, T)
                      + excess(levels_b, F - X, T) - net, -8, 8)

    def mismatch(X):
        return X - drive - k * excess(levels_b, fermi(X) - X, T)
    X = brentq(mismatch, -3, 3)
    return X, fermi(X)


# Derived formulas for the two-sheet contact
Ds = Da * Db / (Da + Db)
S = 1 / (1 + k * Ds)
X0 = phi_a - phi_b
affinity_limit = chi_a - chi_b
cnl_limit = (chi_a - phi_a) - (chi_b - phi_b)
offset_c = S * affinity_limit + (1 - S) * cnl_limit
offset_v = gap_b - gap_a - offset_c
transferred = Ds * S * abs(X0)
fermi_rel = Db * S * X0 / (Da + Db)

# Test against finite-temperature level sums
levels_a = ladder(chi_a, gap_a, phi_a, Da)
levels_b = ladder(chi_b, gap_b, phi_b, Db)
X_num, F_num = solve_contact(levels_a, levels_b, X0, temperature)
offset_num = chi_a - chi_b + (X_num - X0)
assert abs(offset_num - offset_c) < 1e-5
assert abs(F_num - fermi_rel) < 1e-5
assert abs(excess(levels_b, F_num - X_num, temperature) - transferred) < 1e-5

# The two limits, reached by changing the densities in the level sums
for factor, limit in ((1e-4, affinity_limit), (1e4, cnl_limit)):
    scaled_a = (levels_a[0], levels_a[1] * factor)
    scaled_b = (levels_b[0], levels_b[1] * factor)
    X_lim, _ = solve_contact(scaled_a, scaled_b, X0, temperature)
    assert abs(chi_a - chi_b + X_lim - X0 - limit) < 2e-4

# Zero-temperature energy minimum: move small parcels from a to b
parcel = 1e-5
index = np.arange(1, 60001)
lift = X0 + (index - 0.5) * parcel * (1 / Da + 1 / Db)
moved = index * parcel
total_energy = np.cumsum(lift) * parcel + 0.5 * k * moved**2
moved_at_minimum = moved[np.argmin(total_energy)]
assert abs(moved_at_minimum - transferred) < 2 * parcel

# Poisson step for smeared sheets with unequal widths
z = np.linspace(-1.5, 1.5, 20001)


def smear(center, width):
    return (np.exp(-0.5 * ((z - center) / width)**2)
            / (width * np.sqrt(2 * np.pi)))


electron_density = transferred * (smear(delta / 2, 0.08)
                                  - smear(-delta / 2, 0.15))
slope = -coulomb / eps_r * cumulative_trapezoid(electron_density, z, initial=0)
step_num = cumulative_trapezoid(slope, z, initial=0)[-1]
vacuum_step = -(1 - S) * X0
assert abs(step_num - vacuum_step) < 1e-5

# Bonding dipole and net interface charge
dipole, net = 0.5, 0.01
dipole_shift = S * dipole
net_shift = S * k * net * Db / (Da + Db)
X_dip, _ = solve_contact(levels_a, levels_b, X0 + dipole, temperature)
X_net, _ = solve_contact(levels_a, levels_b, X0, temperature, net)
assert abs((X_dip - X_num) - dipole_shift) < 1e-5
assert abs((X_net - X_num) - net_shift) < 1e-5

# Metal contact on the film
S_metal = 1 / (1 + k * Db)
work_functions = (4.5, 5.0, 5.5)
barriers = []
for W in work_functions:
    barrier = S_metal * (W - chi_b) + (1 - S_metal) * (phi_b - chi_b)
    shift = brentq(lambda v: v - k * excess(levels_b, phi_b - W - v,
                                          temperature), -3, 3)
    assert abs(W - chi_b + shift - barrier) < 1e-5
    barriers.append(barrier)

# Curved density in the film: local slope differs from chord
curvature, strong_drive, cold, h = 4.0, -1.6, 100.0, 0.01
curved_b = ladder(chi_b, gap_b, phi_b, Db, curvature)
X_mid, F_mid = solve_contact(levels_a, curved_b, strong_drive, cold)
X_up, _ = solve_contact(levels_a, curved_b, strong_drive + h, cold)
X_down, _ = solve_contact(levels_a, curved_b, strong_drive - h, cold)
slope_num = (X_up - X_down) / (2 * h)
Db_local = Db * (1 + curvature * (F_mid - X_mid)**2)
slope_formula = 1 / (1 + k * Da * Db_local / (Da + Db_local))
chord = X_mid / strong_drive
assert abs(slope_num - slope_formula) < 1e-3
assert abs(chord - slope_formula) > 0.01

# Gap states spread over depth in a film on a metal
decay = 0.3
alpha = coulomb * Db * decay / eps_r


def state_density(depth):
    return Db / decay * np.exp(-depth / decay)


def pinning_numeric(t):
    """Integrate the screening equation from the field-free outer face."""
    def rhs(depth, y):
        return [y[1], coulomb / eps_r * state_density(depth) * y[0]]
    path = solve_ivp(rhs, (t, 0), [1.0, 0.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, max_step=0.1)
    assert path.success
    return 1 / path.y[0, -1]


def pinning_bessel(t):
    x0 = 2 * np.sqrt(alpha)
    xt = x0 * np.exp(-t / (2 * decay))
    return 1 / (xt * (k1(xt) * i0(x0) + i1(xt) * k0(x0)))


thicknesses = (0.3, 0.6, 1.2, 2.4)
film_rows = []
for t in thicknesses:
    S_film = pinning_bessel(t)
    assert abs(S_film - pinning_numeric(t)) < 1e-7
    moment = quad(lambda s: s * state_density(s), 0, t)[0]
    S_sheet = 1 / (1 + coulomb / eps_r * moment)
    assert S_film < S_sheet
    film_rows.append((t, S_film, S_sheet))
assert all(p[1] > q[1] for p, q in zip(film_rows, film_rows[1:]))
S_thick = 1 / i0(2 * np.sqrt(alpha))
assert abs(S_thick - pinning_numeric(12.0)) < 1e-7

print(f"e^2/eps0 = {coulomb:.4f} eV nm")
print(f"substrate a: affinity {chi_a:.1f}, gap {gap_a:.1f}, "
      f"CNL depth {phi_a:.1f} eV")
print(f"film b: affinity {chi_b:.1f}, gap {gap_b:.1f}, "
      f"CNL depth {phi_b:.1f} eV")
print(f"state densities Da = {Da:.1f}, Db = {Db:.1f} nm^-2 eV^-1")
print(f"sheet separation = {delta:.1f} nm, eps_r = {eps_r:.1f}")
print(f"temperature of level sums = {temperature:.0f} K")
print(f"series density Ds = {Ds:.3f} nm^-2 eV^-1")
print(f"k = {k:.4f} eV nm^2, k*Ds = {k*Ds:.4f}")
print(f"pinning factor S = {S:.4f}")
print(f"CNL mismatch before contact X0 = {X0:.3f} eV")
print(f"CNL mismatch after contact X = {S*X0:.4f} eV")
print(f"vacuum step = {vacuum_step:.4f} eV")
print(f"vacuum step, smeared sheets = {step_num:.4f} eV")
print(f"electrons moved a to b = {transferred:.4f} nm^-2 "
      f"= {transferred*1e14:.3e} cm^-2")
print(f"electrons moved, energy minimum = {moved_at_minimum:.4f} nm^-2")
print(f"Fermi level relative to CNL of a = {fermi_rel:.4f} eV")
print(f"Fermi level above valence edge of a = "
      f"{fermi_rel + chi_a + gap_a - phi_a:.4f} eV")
print(f"conduction offset, affinity matching = {affinity_limit:.3f} eV")
print(f"conduction offset, CNL matching = {cnl_limit:.3f} eV")
print(f"conduction offset, formula = {offset_c:.4f} eV")
print(f"conduction offset, level sums = {offset_num:.4f} eV")
print(f"valence offset (a above b) = {offset_v:.4f} eV")
print(f"bonding dipole {dipole:.2f} eV shifts offset by {dipole_shift:.4f} eV")
print(f"net excess {net:.2f} nm^-2 shifts offset by {net_shift*1e3:.2f} meV")
print(f"metal contact: k*Db = {k*Db:.4f}, S = {S_metal:.4f}")
for W, barrier in zip(work_functions, barriers):
    print(f"work function {W:.1f} eV: electron barrier {barrier:.4f} eV")
print(f"curved film density: factor 1 + c*E^2, c = {curvature:.1f} eV^-2")
print(f"curved case: X0 = {strong_drive:.1f} eV, T = {cold:.0f} K, "
      f"X = {X_mid:.4f} eV")
print(f"curved case: film density at Fermi level = {Db_local:.4f} nm^-2 eV^-1")
print(f"curved case: slope formula {slope_formula:.4f}, "
      f"numeric {slope_num:.4f}, chord {chord:.4f}")
print(f"spread states: decay length {decay:.1f} nm, alpha = {alpha:.4f}")
for t, S_film, S_sheet in film_rows:
    print(f"film {t:.1f} nm: S = {S_film:.4f}, "
          f"single sheet of same moment {S_sheet:.4f}")
print(f"thick film: S = {S_thick:.4f}, single sheet {1/(1+alpha):.4f}")
print("checks complete")
```

Output:

```
e^2/eps0 = 18.0951 eV nm
substrate a: affinity 4.0, gap 1.2, CNL depth 4.8 eV
film b: affinity 2.0, gap 6.0, CNL depth 5.4 eV
state densities Da = 3.0, Db = 1.0 nm^-2 eV^-1
sheet separation = 0.3 nm, eps_r = 3.0
temperature of level sums = 300 K
series density Ds = 0.750 nm^-2 eV^-1
k = 1.8095 eV nm^2, k*Ds = 1.3571
pinning factor S = 0.4242
CNL mismatch before contact X0 = -0.600 eV
CNL mismatch after contact X = -0.2545 eV
vacuum step = 0.3455 eV
vacuum step, smeared sheets = 0.3455 eV
electrons moved a to b = 0.1909 nm^-2 = 1.909e+13 cm^-2
electrons moved, energy minimum = 0.1909 nm^-2
Fermi level relative to CNL of a = -0.0636 eV
Fermi level above valence edge of a = 0.3364 eV
conduction offset, affinity matching = 2.000 eV
conduction offset, CNL matching = 2.600 eV
conduction offset, formula = 2.3455 eV
conduction offset, level sums = 2.3455 eV
valence offset (a above b) = 2.4545 eV
bonding dipole 0.50 eV shifts offset by 0.2121 eV
net excess 0.01 nm^-2 shifts offset by 1.92 meV
metal contact: k*Db = 1.8095, S = 0.3559
work function 4.5 eV: electron barrier 3.0797 eV
work function 5.0 eV: electron barrier 3.2576 eV
work function 5.5 eV: electron barrier 3.4356 eV
curved film density: factor 1 + c*E^2, c = 4.0 eV^-2
curved case: X0 = -1.6 eV, T = 100 K, X = -0.6157 eV
curved case: film density at Fermi level = 1.7545 nm^-2 eV^-1
curved case: slope formula 0.3330, numeric 0.3329, chord 0.3848
spread states: decay length 0.3 nm, alpha = 1.8095
film 0.3 nm: S = 0.6567, single sheet of same moment 0.6765
film 0.6 nm: S = 0.4275, single sheet of same moment 0.4820
film 1.2 nm: S = 0.2945, single sheet of same moment 0.3782
film 2.4 nm: S = 0.2634, single sheet of same moment 0.3566
thick film: S = 0.2623, single sheet 0.3559
checks complete
```
